\section*{Counting silicon interstitials in a circular faulted loop}

\section{Problem}

When silicon is implanted with ions and then annealed, part of the surplus of silicon atoms left by the implant can collect into flat, disc-shaped defects near the end of the ions' range. One such defect is the faulted loop, also called an interstitial Frank loop. It is a disc of extra material inserted between \{111\} planes of the crystal, and the dislocation line that bounds the disc is the loop itself.

A circular faulted loop has a radius $R=20.0$~nm, measured in its own plane. The extra layer contains $n=1.57\times10^{15}$ silicon atoms per cm$^2$. The lattice constant of silicon is $a=0.5431$~nm.

\begin{enumerate}
\item How many interstitials does the loop hold?
\item Derive the areal density $n$ from the crystal structure, and decide whether the extra layer is one atomic plane or two.
\item The loop may lose its stacking fault and become a perfect dislocation loop of the same area on the same plane. Does the number of stored atoms change?
\item The loop is viewed along the normal of a (001) wafer. Which length in the image is the radius $R$?
\item How uncertain is the count if $R$ is known to 1~nm?
\end{enumerate}

Each atom of the extra layer counts as one stored interstitial, because the crystal with the loop has that many atoms more than the crystal without it. The rim is taken as a sharp circle, and the layer is given the density of unstrained silicon at room temperature.

\section{First estimate by scaling}

The estimate needs only the bulk density of silicon. The cubic cell of volume $a^3$ holds 8 atoms, so the volume per atom is $a^3/8$, and a typical distance between atoms is the cube root of this,
\begin{equation}
\ell=\left(\frac{a^3}{8}\right)^{1/3}=\frac a2=0.272\ \text{nm}.
\end{equation}
A flat layer about one atom thick has roughly one atom per area $\ell^2$. A disc of radius $R$ has an area of order $R^2$. Leaving out all numerical factors,
\begin{equation}
N_{\text{est}}\sim\left(\frac{R}{\ell}\right)^2
=\left(\frac{20.0}{0.2716}\right)^2\approx 5.4\times10^{3}.
\label{eq:est}
\end{equation}
The loop should therefore hold thousands to tens of thousands of atoms, and the number should grow as the square of the radius. The estimate cannot fix the prefactor, since it ignores the shape of the disc and the true thickness of the layer.

\section{Solution}

\subsection{The count}

The number of atoms is the areal density times the area of the disc:
\begin{equation}
N=n\,\pi R^2 .
\label{eq:count}
\end{equation}
The density is given per cm$^2$, so the radius must be in cm. With $1\ \text{nm}=10^{-7}$~cm, $R=2.00\times10^{-6}$~cm and
\begin{align}
\pi R^2&=\pi\,(2.00\times10^{-6}\ \text{cm})^2=1.2566\times10^{-11}\ \text{cm}^2,\\
N&=(1.57\times10^{15}\ \text{cm}^{-2})(1.2566\times10^{-11}\ \text{cm}^2)
=1.973\times10^{4}.
\end{align}
The loop holds about 20\,000 interstitials. Read backwards, $R=\sqrt{N/(\pi n)}$ gives 20.14~nm for a count of 20\,000, so the round number and the round radius agree to within 1\% in radius.

\subsection{Where the areal density comes from}

Silicon has the diamond structure. Its atoms sit at the points
\begin{equation}
\mathbf r=\frac a2(i,j,k)
\quad\text{and}\quad
\mathbf r=\frac a2(i,j,k)+\frac a4(1,1,1),
\end{equation}
where $i,j,k$ are integers with an even sum. Write that sum as $i+j+k=2m$. The height of an atom along the unit normal $\hat{\mathbf n}=(1,1,1)/\sqrt3$ is $\mathbf r\cdot\hat{\mathbf n}$, which gives for the two sets
\begin{equation}
h_1=\frac{a}{2}\,\frac{2m}{\sqrt3}=\frac{ma}{\sqrt3},
\qquad
h_2=\frac{ma}{\sqrt3}+\frac{3a}{4\sqrt3}.
\end{equation}
The atomic planes are thus separated by two alternating gaps. The long gap is $3a/(4\sqrt3)=0.2352$~nm. The short gap is what remains of the period $a/\sqrt3$:
\begin{equation}
\frac{a}{\sqrt3}-\frac{3a}{4\sqrt3}=\frac{a}{4\sqrt3}=0.0784\ \text{nm}.
\end{equation}
The spacing pattern repeats after two planes, that is, after a thickness $a/\sqrt3=0.3136$~nm.

Next comes the number of atoms in one plane. Two atoms of the same set in the same plane differ by $(a/2)(i,j,k)$ with $i+j+k=0$. Since $k=-i-j$, every such vector can be written as
\begin{equation}
\frac a2(i,j,-i-j)=i\,\mathbf t_1+j\,\mathbf t_2,\qquad
\mathbf t_1=\frac a2(1,0,-1),\quad \mathbf t_2=\frac a2(0,1,-1).
\end{equation}
The plane is therefore a lattice with one atom per cell, and the cell area is
\begin{equation}
|\mathbf t_1\times\mathbf t_2|=\frac{a^2}{4}\,|(1,1,1)|=\frac{\sqrt3\,a^2}{4}=0.1277\ \text{nm}^2 .
\end{equation}
A double layer has two atoms per cell, so
\begin{equation}
n=\frac{2}{\sqrt3\,a^2/4}=\frac{8}{\sqrt3\,a^2}=1.566\times10^{15}\ \text{cm}^{-2}.
\label{eq:n}
\end{equation}
This rounds to the given value, and the extra layer is a double layer. A single plane would have half this density. The same result follows from the bulk density $8/a^3=4.994\times10^{22}$~cm$^{-3}$ multiplied by the thickness $a/\sqrt3$ of the double layer.

With the unrounded density, Eq.~\eqref{eq:count} gives 19\,678 atoms instead of 19\,729. The difference of 0.3\% is the rounding of $n$.

Equation~\eqref{eq:count} treats the layer as a continuous sheet, although atoms are discrete. To test this, the atoms of two neighbouring planes of the diamond lattice, separated by the short gap, were counted one by one inside circles of radius 20~nm with 400 random centres. The mean was 19\,678 and the standard deviation 4. Moving the circle lets a few atoms in or out at the rim. The exact scatter depends on the radius and on which pair of neighbouring planes is cut, but it is negligible here. One of the two planes alone gave a mean of 9839.

\subsection{Why a double layer fits, and what the fault is}

Each silicon atom has four bonds of length $\sqrt3\,a/4$. One bond runs along the normal across the long gap, whose width $3a/(4\sqrt3)=\sqrt3\,a/4$ is just this length. The other three cross the short gap. They have a height $a/(4\sqrt3)$ and a sideways reach $a/\sqrt6$, and their length is
\begin{equation}
\sqrt{\frac{a^2}{6}+\frac{a^2}{48}}=\sqrt{\frac{9a^2}{48}}=\frac{\sqrt3\,a}{4},
\end{equation}
as it must be.

Take as building block the two planes joined across the long gap, and label each block by its sideways position, A, B or C. Perfect silicon has the order ABCABC. Two blocks can bond across the short gap if their letters differ. An extra block B can therefore be placed between C and A:
\begin{equation}
\text{ABCABC}\;|\;\text{B}\;|\;\text{ABCABC}.
\end{equation}
All neighbouring letters still differ. A count of neighbours in this stack confirms that every interior atom keeps four bonds of normal length.

What has changed is the order. The stack now contains the sequences BCB and BAB, in which the blocks above and below a given block have the same sideways position. The upper atom of the first block then faces the lower atom of the third. In units of the short gap their separation is $1+3+1=5$, while a bond is 3 units long, so these atoms face each other at $5/3$ of a bond length. The neighbour count finds two such contacts per surface cell in the faulted stack and none in the perfect one. This wrong order is the stacking fault.

The crystal above the inserted block has moved up by the thickness of the block, without a sideways shift. This displacement is the Burgers vector of the loop,
\begin{equation}
\mathbf b=\frac a3[111],\qquad |\mathbf b|=\frac{a}{3}\sqrt3=\frac{a}{\sqrt3}=0.3136\ \text{nm}.
\end{equation}

\subsection{Removing the fault}

The fault disappears if two sideways shifts take place. The inserted block moves from B to A, and the crystal above it moves from ABCABC to BCABCA. The stack then reads
\begin{equation}
\text{ABCABC}\;|\;\text{A}\;|\;\text{BCABCA},
\end{equation}
which is the perfect order. Relative to the lower crystal, the upper crystal can make its shift by the vector $(a/6)[11\bar2]$. This vector lies in the loop plane, because $1+1-2=0$. Added to the Burgers vector it gives
\begin{equation}
\frac a3[111]+\frac a6[11\bar2]
=\frac a6[\,2+1,\;2+1,\;2-2\,]
=\frac a2[110].
\end{equation}
This is a translation of the silicon lattice, so the two sides match again and the loop is perfect.

The number of inserted atoms is the bulk density times the inserted volume. For a disc of area $\pi R^2$ that volume depends on the part of the Burgers vector normal to the disc:
\begin{equation}
N=\frac{8}{a^3}\,(\mathbf b\cdot\hat{\mathbf n})\,\pi R^2,
\qquad
\frac a2[110]\cdot\hat{\mathbf n}=\frac a2\,\frac{1+1}{\sqrt3}=\frac{a}{\sqrt3}.
\end{equation}
The normal part is the same as before. With the area and the plane held fixed, the count stays at 19\,678 for the unrounded density. The sliding step neither stores nor releases interstitials.

\subsection{The loop seen from above}

A \{111\} loop is tilted with respect to a (001) surface. Its rim can be written with two perpendicular unit vectors in the loop plane,
\begin{equation}
\mathbf r(t)=R\left[\cos t\,\frac{(1,-1,0)}{\sqrt2}+\sin t\,\frac{(1,1,-2)}{\sqrt6}\right].
\end{equation}
Viewing along [001] removes the third component. The first vector keeps its length 1. The second shrinks to $\sqrt{(1+1)/6}=1/\sqrt3$, and the two remain perpendicular. The image is an ellipse with half-axes
\begin{equation}
R=20.0\ \text{nm}\qquad\text{and}\qquad \frac{R}{\sqrt3}=11.5\ \text{nm}.
\end{equation}
In this geometric projection of a circular loop viewed exactly along [001], the long half-axis is the true radius. In a diffraction-contrast electron micrograph the image of the dislocation lies somewhat inside or outside the core, depending on the imaging condition, and this offset adds to the error in $R$. The area of the ellipse is only $1/\sqrt3=0.577$ of the true area, and putting it into Eq.~\eqref{eq:count} would give about 11\,400 atoms.

\subsection{How well the count is known}

For a small error $\delta R$, differentiating Eq.~\eqref{eq:count} gives
\begin{equation}
\frac{\delta N}{N}=\frac{2\pi nR\,\delta R}{\pi nR^2}=\frac{2\,\delta R}{R}.
\label{eq:err}
\end{equation}
With $\delta R=1$~nm this is 10\%. The full formula gives 17\,806 atoms at 19~nm and 21\,751 at 21~nm. The result is best quoted as $(2.0\pm0.2)\times10^4$.

Three neglected effects are smaller for this loop.

The rim of a real loop is a dislocation core, not a sharp line. If the edge is moved outward by one Burgers length, the count rises by 3.2\%.

The inserted disc also strains the crystal. A displacement of order $|\mathbf b|$ spread over a distance of order $R$ suggests a strain scale $|\mathbf b|/R=1.6\%$. This is a crude guess at the relative change in areal density, not a bound.

Finally, if 20~nm were the radius at an anneal temperature of 800~$^\circ$C, the layer would be less dense than at 20~$^\circ$C. A rough linear expansion coefficient of $4\times10^{-6}$~K$^{-1}$ gives a reduction of 0.6\% in areal density.

\section{Comparison of the estimate and the solution}

Both results grow as $R^2$. Their ratio therefore does not depend on the size of the loop. From Eqs.~\eqref{eq:est} and \eqref{eq:n}, with $\ell=a/2$,
\begin{equation}
\frac{N}{N_{\text{est}}}=\pi n\,\ell^2
=\pi\,\frac{8}{\sqrt3\,a^2}\,\frac{a^2}{4}
=\pi\cdot\frac{2}{\sqrt3}=3.63 .
\end{equation}
The factor $\pi$ is the area of a disc compared with $R^2$. The factor $2/\sqrt3=1.15$ is the thickness of the double layer, $a/\sqrt3$, compared with the assumed thickness $\ell=a/2$. Multiplying the estimate by $\pi$ alone gives $1.7\times10^4$, which is 13\% below the solution. Most of the discrepancy is thus the shape factor. The layer is close to one mean atomic spacing thick, even though it consists of two planes, because those planes are closely spaced on average.

The square law also shows what follows if 20~nm is the diameter instead of the radius: the count falls by a factor of four, to about 4900.

The continuous-disc formula loses its precision for small loops. By Eq.~\eqref{eq:err}, an uncertainty of one Burgers length in the position of the rim changes the count by about $2|\mathbf b|/R$. This is 3\% at 20~nm, but about a third at $R=2$~nm, where a large part of the atoms lie near the core and the notion of a sharp radius is poor.

\section{The model and real loops}

The calculation above describes a single loop. In a wafer with many loops the radii can differ. For a population with mean radius $\langle R\rangle$ and standard deviation $\sigma$, the mean count per loop is
\begin{equation}
\langle N\rangle=n\pi\langle R^2\rangle=n\pi\left(\langle R\rangle^2+\sigma^2\right).
\end{equation}
Using the mean radius alone therefore leaves out a fraction $(\sigma/\langle R\rangle)^2$ of the value it gives. If the spread is 30\% of the mean, the correction is 9\%, comparable with the effect of a 1~nm error in $R$. Loops that are not circular need their true area, measured in the loop plane, in place of $\pi R^2$. The count also describes the loop at the moment it is measured, since further annealing can make it grow, shrink or dissolve.

\section*{Computed values}
\begin{verbatim}
Loop radius: 20.0 nm = 2.00e-06 cm
Loop area: 1.2566e-11 cm2
Given areal density: 1.57e+15 atoms/cm2
Atoms in loop, given density: 19729
Silicon lattice constant: 0.5431 nm
Surface cell area: 0.12772 nm2
Burgers length = double-layer thickness: 0.3136 nm
Short gap between (111) planes: 0.0784 nm
Long gap between (111) planes: 0.2352 nm
Bulk atomic density: 4.994e+22 atoms/cm3
Areal density from lattice: 1.5659e+15 atoms/cm2
Atoms in loop, lattice density: 19678
Direct count, mean over 400 centres: 19678
Direct count, standard deviation: 4 atoms
Direct count, one plane only: 9839
Bonds per atom in faulted stack: 4 to 4
Eclipsed contacts per cell, perfect: 0
Eclipsed contacts per cell, faulted: 2
Atoms after unfaulting: 19678
Radius holding 20000 atoms: 20.14 nm
Count if 20 nm were the diameter: 4932
Radius error assumed: 1.0 nm
Count at smaller radius: 17806
Count at larger radius: 21751
Rim wider by one Burgers length: +3.2 %
Crude strain scale b/R: 1.6 %
Rough expansion coefficient: 4e-06 1/K
Anneal and room temperature: 800, 20 C
Density loss at anneal temperature: 0.62 %
Projected long half-axis on (001): 20.00 nm
Projected short half-axis on (001): 11.55 nm
Projected area / true area: 0.5774
Wrong count from projected area: 11391
\end{verbatim}
